# How Well a Straight Cooling Fin Uses Its Surface: a numerical check

```python
"""
Result under test: a straight fin of constant cross-section with an insulated
tip has efficiency  eta = tanh(m L)/(m L),  m = sqrt(h P/(k A)).
  k  conductivity, W/(m K)         h  heat-transfer coefficient, W/(m^2 K)
  A  cross-section area, m^2       P  perimeter of the cross-section, m
  L  fin length from base to tip, m
  theta  temperature excess over the air, K; its base value is base_excess
  eta = heat removed / (h P L base_excess)
Example: copper plate fin in forced air, rough typical values, SI inside.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu
from scipy.special import j0, j1, jn_zeros

k, h = 400.0, 50.0
thickness, width, L = 0.5e-3, 60e-3, 40e-3
T_air, T_base = 300.0, 340.0
base_excess = T_base - T_air
A = width * thickness
P = 2 * (width + thickness)


def efficiency(u):
    return np.tanh(u) / u


def fin_heat(length, coefficient):
    """Heat in W from the derived formula."""
    m_local = np.sqrt(coefficient * P / (k * A))
    return coefficient * P * length * base_excess * efficiency(m_local * length)


def finite_volume_fin(length, h_of_x, tip_h=0.0, k_slope=0.0, n=2000):
    """Heat balance on n slices; returns theta at slice centres and heat in W."""
    dx = length / n
    x = (np.arange(n) + 0.5) * dx
    side = h_of_x(x) * P * dx
    tip = 1 / (dx / (2 * k * A) + 1 / (tip_h * A)) if tip_h else 0.0
    theta = np.full(n, base_excess)
    for _ in range(12 if k_slope else 1):
        link = (k + k_slope * (theta[1:] + theta[:-1]) / 2) * A / dx
        base = (k + k_slope * (base_excess + theta[0]) / 2) * A / (dx / 2)
        diagonal = side.copy()
        diagonal[:-1] += link
        diagonal[1:] += link
        diagonal[0] += base
        diagonal[-1] += tip
        bands = np.zeros((3, n))
        bands[0, 1:] = -link
        bands[1] = diagonal
        bands[2, :-1] = -link
        rhs = np.zeros(n)
        rhs[0] = base * base_excess
        theta = solve_banded((1, 1), bands, rhs)
    return theta, side @ theta + tip * theta[-1]


def uniform_h(x):
    return h + 0 * x


m = np.sqrt(h * P / (k * A))
u = m * L
eta = efficiency(u)
heat = fin_heat(L, h)

# Temperature profile: differential equation and both boundary conditions.
X, M, LEN = sp.symbols("x m L", positive=True)
profile = sp.cosh(M * (LEN - X)) / sp.cosh(M * LEN)
assert sp.simplify(sp.diff(profile, X, 2) - M**2 * profile) == 0
assert sp.simplify(profile.subs(X, 0) - 1) == 0
assert sp.simplify(sp.diff(profile, X).subs(X, LEN)) == 0

# Side loss by quadrature against the heat that enters through the base.
side_loss = quad(lambda x: h * P * base_excess * np.cosh(m * (L - x))
                 / np.cosh(u), 0, L)[0]
base_flow = np.sqrt(h * P * k * A) * base_excess * np.tanh(u)
assert abs(side_loss / base_flow - 1) < 1e-10

# Efficiency from the slice balance for short to long fins.
fv_rows = []
for target in (0.2, 0.5, 1.0, 2.0, 3.0, 6.0):
    length = target / m
    _, q_fv = finite_volume_fin(length, uniform_h)
    eta_fv = q_fv / (h * P * length * base_excess)
    assert abs(eta_fv / efficiency(target) - 1) < 1e-5
    fv_rows.append((target, eta_fv, efficiency(target)))
saturated = np.sqrt(h * P * k * A) * base_excess
assert abs(q_fv / saturated - 1) < 1e-4      # last case is the long fin
theta_fv, heat_fv = finite_volume_fin(L, uniform_h)
tip_excess = base_excess / np.cosh(u)
assert abs(theta_fv[-1] / tip_excess - 1) < 1e-5

# Short-fin series and the slope of the efficiency.
U = sp.symbols("u", positive=True)
series = sp.series(sp.tanh(U), U, 0, 7).removeO() / U
short = 1 - U**2 / 3 + 2 * U**4 / 15
assert sp.expand(series - short) == 0
for v in (0.3, 1.0, 2.5, 5.0):
    numeric = (efficiency(v + 1e-5) - efficiency(v - 1e-5)) / 2e-5
    slope = (2 * v - np.sinh(2 * v)) / (2 * v**2 * np.cosh(v)**2)
    assert slope < 0 and abs(numeric / slope - 1) < 1e-6


def resolved_efficiency(shape, biot, aspect, terms=200):
    """Temperature resolved across the fin; aspect = L / half-thickness or radius."""
    total = 0.0
    if shape == "pin":
        upper = jn_zeros(0, terms)
        lower = np.concatenate(([0.0], jn_zeros(1, terms - 1)))
    else:
        lower = np.pi * np.arange(terms)
        upper = lower + np.pi / 2
    for low, high in zip(lower, upper):
        if shape == "pin":
            b = brentq(lambda s: s * j1(s) - biot * j0(s), low, high)
            weight = 2 * j1(b)**2 / (b * (j0(b)**2 + j1(b)**2))
        else:
            b = brentq(lambda s: s * np.sin(s) - biot * np.cos(s), low, high)
            weight = 4 * np.sin(b)**2 / (2 * b + np.sin(2 * b))
        total += weight * np.tanh(b * aspect)
    return total / (biot * aspect)


biot = h * thickness / (2 * k)
plate_aspect = L / (thickness / 2)
plate_eta = resolved_efficiency("plate", biot, plate_aspect)
plate_1d = efficiency(np.sqrt(biot) * plate_aspect)      # P/A = 2/thickness
pin_biot, pin_aspect = 1e-3, 20.0
pin_eta = resolved_efficiency("pin", pin_biot, pin_aspect)
pin_1d = efficiency(np.sqrt(2 * pin_biot) * pin_aspect)  # P/A = 2/radius
assert abs(plate_eta / plate_1d - 1) < biot
assert abs(pin_eta / pin_1d - 1) < pin_biot
thick_biot = 1.0
thick_eta = resolved_efficiency("plate", thick_biot, u / np.sqrt(thick_biot))
assert abs(thick_eta / eta - 1) > 0.05       # the formula must fail here


def plate_in_stream(capacity, nx=80, nz=60):
    """Fin plate with air flowing along its width in unmixed layers.
    capacity: heat-capacity rate of the channel air, W/K.
    Returns heat leaving the base and heat gained by the air, W."""
    dx, dz = L / nx, width / nz

    def chain(n, first):
        main = np.full(n, 2.0)
        main[0], main[-1] = first, 1.0
        return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])

    layer = capacity / nx
    gain = -np.expm1(-h * P / width * dx * dz / layer)
    along_x = k * thickness * dz / dx
    along_z = k * thickness * dx / dz
    matrix = (along_x * kron(chain(nx, 3.0), identity(nz))
              + along_z * kron(identity(nx), chain(nz, 1.0))
              + layer * gain * identity(nx * nz))
    solver = splu(matrix.tocsc())
    air_in = np.zeros((nx, nz))
    for _ in range(60):
        source = layer * gain * air_in
        source[0, :] += 2 * along_x * base_excess
        plate = solver.solve(source.ravel()).reshape(nx, nz)
        air = np.zeros(nx)
        for j in range(nz):
            air_in[:, j] = air
            air = air + gain * (plate[:, j] - air)
    from_base = np.sum(2 * along_x * (base_excess - plate[0]))
    return from_base, capacity * air.mean()


# Heating of the air between neighbouring fins.
gap, speed, air_heat_capacity = 2.5e-3, 4.0, 1200.0      # m, m/s, J/(m^3 K)
capacity = air_heat_capacity * speed * gap * L
fast_heat, _ = plate_in_stream(1e6)
assert abs(fast_heat / heat - 1) < 1e-4      # unlimited air: plain fin again
stream_heat, air_gain = plate_in_stream(capacity)
assert abs(stream_heat / air_gain - 1) < 1e-6
mixed_heat = capacity * base_excess * -np.expm1(
    -heat / (base_excess * capacity))
assert abs(mixed_heat / stream_heat - 1) < 0.03

# Other neglected effects, each taken alone.
_, ramp_heat = finite_volume_fin(L, lambda x: h * (0.5 + x / L))
h_black = constants.sigma * (T_base**2 + T_air**2) * (T_base + T_air)
emissivity = 0.05
black_heat = fin_heat(L, h + h_black)
metal_heat = fin_heat(L, h + emissivity * h_black)
_, tip_heat = finite_volume_fin(L, uniform_h, tip_h=h)
corrected_heat = fin_heat(L + A / P, h)
assert abs(tip_heat / corrected_heat - 1) < 1e-6
k_slope = -0.08
_, k_heat = finite_volume_fin(L, uniform_h, k_slope=k_slope)
solder_thickness, solder_k = 50e-6, 50.0
joint = solder_thickness / (solder_k * A)
joint_heat = base_excess / (base_excess / heat + joint)


def change(q):
    return 100 * (q / heat - 1)


print(f"conductivity k = {k:.0f} W/(m K)")
print(f"heat-transfer coefficient h = {h:.0f} W/(m^2 K)")
print(f"thickness, width, length = {thickness*1e3:.1f}, {width*1e3:.0f}, "
      f"{L*1e3:.0f} mm")
print(f"air, base temperature = {T_air:.0f}, {T_base:.0f} K")
print(f"cross-section A = {A*1e6:.1f} mm^2")
print(f"perimeter P = {P*1e3:.1f} mm")
print(f"m = {m:.3f} 1/m; decay length 1/m = {1e3/m:.2f} mm")
print(f"mL = {u:.4f}; tanh(mL) = {np.tanh(u):.4f}")
print(f"efficiency, formula = {eta:.5f}")
print(f"efficiency, slice balance = {heat_fv/(h*P*L*base_excess):.5f}")
print(f"ideal heat h P L theta_b = {h*P*L*base_excess:.3f} W")
print(f"heat removed = {heat:.3f} W")
print(f"side loss by quadrature = {side_loss:.3f} W")
print(f"tip excess = {tip_excess:.2f} K; tip at {T_air+tip_excess:.2f} K")
print(f"mean excess = {theta_fv.mean():.2f} K")
print(f"short-fin series to u^2 = {1-u**2/3:.4f}; "
      f"to u^4 = {float(short.subs(U, u)):.4f}")
print(f"heat of endlessly long fin = {saturated:.3f} W")
print(f"double length: efficiency = {efficiency(2*u):.4f}, "
      f"heat = {fin_heat(2*L, h):.3f} W")
print(f"double length: heat ratio = {fin_heat(2*L, h)/heat:.3f}")
print("mL, efficiency by slice balance, by formula:")
for target, numeric, formula in fv_rows:
    print(f"  {target:.1f}  {numeric:.5f}  {formula:.5f}")
print(f"Biot number h t/(2k) = {biot:.3e}")
print(f"thin plate, resolved vs formula: {100*(plate_eta/plate_1d-1):.5f} %")
print(f"round pin, Biot {pin_biot:.3f}, L/R {pin_aspect:.0f}: resolved "
      f"{pin_eta:.5f}, formula {pin_1d:.5f}")
print(f"thick plate, Biot {thick_biot:.1f}, same mL: resolved "
      f"{thick_eta:.4f}, formula {eta:.4f}")
print("Neglected effects, change of heat removed:")
print(f"channel gap = {gap*1e3:.1f} mm, air speed = {speed:.1f} m/s")
print(f"air heat capacity = {air_heat_capacity:.0f} J/(m^3 K)")
print(f"air capacity rate = {capacity:.3f} W/K")
print(f"air heating, unmixed: {stream_heat:.3f} W, "
      f"{change(stream_heat):+.1f} %")
print(f"air heating, mixed estimate: {mixed_heat:.3f} W, "
      f"{change(mixed_heat):+.1f} %")
print(f"mean air rise at outlet = {stream_heat/capacity:.1f} K")
print(f"h from 0.5 to 1.5 of mean, base to tip: {change(ramp_heat):+.1f} %")
print(f"black-face radiation coefficient = {h_black:.2f} W/(m^2 K)")
print(f"radiation, black open faces (bound): {change(black_heat):+.1f} %")
print(f"radiation, emissivity {emissivity:.2f}: {change(metal_heat):+.2f} %")
print(f"tip loss: {change(tip_heat):+.3f} %; "
      f"corrected length: {change(corrected_heat):+.3f} %")
print(f"length correction A/P = {A/P*1e3:.3f} mm")
print(f"k slope {k_slope:.2f} W/(m K^2): {change(k_heat):+.2f} %")
print(f"solder {solder_thickness*1e6:.0f} um, {solder_k:.0f} W/(m K): "
      f"{change(joint_heat):+.2f} %")
print("done: every assertion held")
```

Printed output:

```
conductivity k = 400 W/(m K)
heat-transfer coefficient h = 50 W/(m^2 K)
thickness, width, length = 0.5, 60, 40 mm
air, base temperature = 300, 340 K
cross-section A = 30.0 mm^2
perimeter P = 121.0 mm
m = 22.454 1/m; decay length 1/m = 44.54 mm
mL = 0.8981; tanh(mL) = 0.7154
efficiency, formula = 0.79652
efficiency, slice balance = 0.79652
ideal heat h P L theta_b = 9.680 W
heat removed = 7.710 W
side loss by quadrature = 7.710 W
tip excess = 27.95 K; tip at 327.95 K
mean excess = 31.86 K
short-fin series to u^2 = 0.7311; to u^4 = 0.8179
heat of endlessly long fin = 10.778 W
double length: efficiency = 0.5269, heat = 10.200 W
double length: heat ratio = 1.323
mL, efficiency by slice balance, by formula:
  0.2  0.98688  0.98688
  0.5  0.92423  0.92423
  1.0  0.76159  0.76159
  2.0  0.48201  0.48201
  3.0  0.33168  0.33168
  6.0  0.16666  0.16666
Biot number h t/(2k) = 3.125e-05
thin plate, resolved vs formula: -0.00084 %
round pin, Biot 0.001, L/R 20: resolved 0.79764, formula 0.79780
thick plate, Biot 1.0, same mL: resolved 0.6730, formula 0.7965
Neglected effects, change of heat removed:
channel gap = 2.5 mm, air speed = 4.0 m/s
air heat capacity = 1200 J/(m^3 K)
air capacity rate = 0.480 W/K
air heating, unmixed: 6.328 W, -17.9 %
air heating, mixed estimate: 6.350 W, -17.6 %
mean air rise at outlet = 13.2 K
h from 0.5 to 1.5 of mean, base to tip: -5.4 %
black-face radiation coefficient = 7.46 W/(m^2 K)
radiation, black open faces (bound): +11.7 %
radiation, emissivity 0.05: +0.60 %
tip loss: +0.378 %; corrected length: +0.378 %
length correction A/P = 0.248 mm
k slope -0.08 W/(m K^2): -0.14 %
solder 50 um, 50 W/(m K): -0.64 %
done: every assertion held
```
